# Step permeability and the velocity of a uniform step train, part 2

Steps on a crystal surface descending toward $+x$ advance by capturing adatoms, which may also cross a step without being incorporated. The question is whether this permeability alters the step velocity $V$, positive toward $+x$. Lengths are in nm and times in s.

Terraces have width $L$. Adatoms of density $c(x)$ arrive with flux $F$, diffuse with coefficient $D$ and desorb after a mean lifetime $\tau$. Assumption A2 takes $c$ to be low enough for these processes to be linear in $c$. A4, the quasi-static limit, neglects the time derivative of $c$, step motion relative to the adatoms, and drift forces. On a terrace from $x=0$ to $x=L$,
$$Dc''-\frac{c}{\tau}+F=0. \tag{1}$$
At a step, $a$ and $b$ are the excesses of $c$ over the equilibrium density $c_{\rm eq}$ on the lower (right) and upper (left) side, $k_\pm$ the attachment coefficients there, and $p$ the permeability:
$$Dc'(0)=k_+a+p(a-b),\qquad -Dc'(L)=k_-b+p(b-a). \tag{2}$$
With $\Omega$ the area per atom,
$$V=\Omega(k_+a+k_-b). \tag{3}$$

Define $\lambda=\sqrt{D\tau}$, $\Delta=F\tau-c_{\rm eq}$, $T=(D/\lambda)\tanh(L/2\lambda)$ and $C=(D/\lambda)\coth(L/2\lambda)$, so $C>T$. (In $k_BT$ and $k_BT^2$, $T$ is the temperature.) The currents $J_+=Dc'(0)$ and $J_-=-Dc'(L)$ into the steps bounding a terrace obey
$$J_++J_-=T(2\Delta-a-b),\qquad J_+-J_-=C(b-a), \tag{10}$$
where $a$ and $b$ are the excesses at the left and right end of that terrace.

For patterns that repeat after finitely many terraces, equal or unequal, (1) and (2) have one solution. The theorem for equal terraces with $k_+=k_-=k$ states that $a=b=s$ and that, at fixed $k$, the density profile and $V$ are independent of $p$:
$$s=\frac{T\Delta}{T+k},\qquad V=2\Omega ks. \tag{11}$$
For unequal attachment, $s$ is the mean of $a$ and $b$, and $k$ is replaced by $K_{\rm eff}=K-\delta^2/(C+K+2p)$, with $K=(k_++k_-)/2$ and $\delta=(k_+-k_-)/2$.

### An example

The parameters are round numbers in the rough regime of Si(111) near 1400 K, where desorption matters. Let $D=5\times10^8\ \mathrm{nm^2/s}$, $\tau=0.2$ s, $c_{\rm eq}=0.2\ \mathrm{nm^{-2}}$, $F=1.1\ \mathrm{nm^{-2}s^{-1}}$, $L=5000$ nm and $k=10^5$ nm/s. Setting the lattice constant to $a_0=0.543$ nm gives $\Omega=\sqrt3a_0^2/8=0.0638\ \mathrm{nm^2}$ and the step height $a_0/\sqrt3=0.314$ nm.

Then $\lambda=10^4$ nm and $\Delta=0.22-0.20=0.02\ \mathrm{nm^{-2}}$. With $D/\lambda=5\times10^4$ nm/s and $L/2\lambda=0.25$, one finds $T=1.225\times10^4$ nm/s and $C=2.041\times10^5$ nm/s. Equation (11) gives
$$s=\frac{1.225\times10^4\times0.02}{1.1225\times10^5}=0.00218\ \mathrm{nm^{-2}},$$
$$V=2\times0.06384\times10^5\times0.002182\approx27.9\ \mathrm{nm/s},$$
or 1.67 μm/min. The film thickens at $V\times0.314\ \mathrm{nm}/L=0.105$ nm/min.

For $p=10^5$ nm/s, the stream crossing a step in each direction is $p(c_{\rm eq}+s)=2.02\times10^4\ \mathrm{nm^{-1}s^{-1}}$. The capture from each side is $ks=218\ \mathrm{nm^{-1}s^{-1}}$. The crossing streams are about ninety times larger, yet they cancel and leave $V$ unchanged.

Now keep the mean coefficient but take $k_+=1.8\times10^5$ and $k_-=0.2\times10^5$ nm/s, so that $\delta=0.8\times10^5$ nm/s. At $p=0$,
$$K_{\rm eff}=10^5-\frac{6.4\times10^9}{3.041\times10^5}=7.90\times10^4\ \mathrm{nm/s},$$
and $V=27.1$ nm/s. The excesses are $0.00198\ \mathrm{nm^{-2}}$ on the lower side and $0.00339\ \mathrm{nm^{-2}}$ on the upper. At $p=10^5$ nm/s the velocity is 27.4 nm/s, and at $10^7$ nm/s it is 27.8 nm/s. The whole rise is 2.9% of the value at $p=0$.

### Remark: what it means to hold $k$ fixed

Capture and crossing can both pass through a population of atoms at the step edge. Let $\rho$ be its excess, expressed as the terrace excess with which it would be in balance. Let $\nu_+$ and $\nu_-$ be the coefficients of exchange with the two terraces and $\kappa$ that of capture at kinks. In a steady state
$$\nu_+(a-\rho)+\nu_-(b-\rho)=\kappa\rho\ \Longrightarrow\ \rho=\frac{\nu_+a+\nu_-b}{S},\quad S=\nu_++\nu_-+\kappa .$$
The current from the lower terrace is
$$\nu_+(a-\rho)=\frac{\nu_+[(\nu_-+\kappa)a-\nu_-b]}{S}=\frac{\nu_+\kappa}{S}\,a+\frac{\nu_+\nu_-}{S}(a-b).$$
The other side follows by interchanging labels. Hence $k_\pm=\nu_\pm\kappa/S$ and $p=\nu_+\nu_-/S$. For equal exchange, $\nu_\pm=\nu$,
$$k=\frac{\nu\kappa}{2\nu+\kappa},\qquad p=\frac{\nu^2}{2\nu+\kappa}.$$

A lower kink capture $\kappa$ raises $p$ and lowers $k$ together. With $\nu=\kappa=3\times10^5$ nm/s, both $k$ and $p$ are $10^5$ nm/s. If $\kappa$ is halved at fixed $\nu$, then $k=0.6\times10^5$ and $p=1.2\times10^5$ nm/s, and (11) gives $V=26.0$ nm/s, a fall of 6.8%. The step has become more permeable and slower, but by (11) the slowing comes from $k$ alone. A correlation between permeability and velocity in such a model does not contradict the theorem.

### Proposition 4: alternating terrace widths

**Proposition 4.** Let the widths alternate between $L_1$ and $L_2$, with symmetric attachment, and let $T_1,T_2$ be the corresponding values of $T$. Both kinds of step then have the velocity
$$V=\Omega k\Delta\,\frac{2T_1T_2+(T_1+T_2)(k+2p)}{M}, \tag{12}$$
$$M=T_1T_2+(T_1+T_2)(k+p)+k^2+2kp .$$

**Proof.** Reflection at the middle of a terrace maps this train onto itself, and symmetric attachment keeps the step conditions. By uniqueness, each terrace has equal excesses at its two ends, $a_1$ on the first kind and $a_2$ on the second. Every step therefore has $a_1$ on one side and $a_2$ on the other. Half of the first relation in (10), applied to each terrace, gives
$$T_1(\Delta-a_1)=ka_1+p(a_1-a_2),\qquad T_2(\Delta-a_2)=ka_2+p(a_2-a_1).$$
The determinant of this system is $(T_1+k+p)(T_2+k+p)-p^2=M$, and
$$a_1=\frac{\Delta}{M}[T_1(T_2+k+p)+pT_2],\qquad a_2=\frac{\Delta}{M}[T_2(T_1+k+p)+pT_1].$$
Their sum, inserted in $V=\Omega k(a_1+a_2)$, is (12). $\square$

The difference is $a_1-a_2=\Delta k(T_1-T_2)/M$, so the wider terrace is denser for $\Delta>0$. To find the effect of $p$, write the fraction in (12) as $N/M$. With $\Sigma=T_1+T_2$ and $P=T_1T_2$, the terms proportional to $p$ cancel in
$$N'M-NM'=2\Sigma(P+\Sigma k+k^2)-(2P+\Sigma k)(\Sigma+2k)$$
$$=k(\Sigma^2-4P)=k(T_1-T_2)^2,$$
where the prime denotes $\partial/\partial p$. Thus
$$\frac{\partial V}{\partial p}=\frac{\Omega k^2\Delta(T_1-T_2)^2}{M^2}.$$
The effect is of second order in the width difference. For widths of 6000 and 4000 nm, with the other parameters unchanged, (12) gives 27.70 nm/s at $p=0$ and 27.80 nm/s at $p=10^7$ nm/s, a rise of 0.36%.

### Proposition 5: small general deviations

Alternation is a special case. Let terrace $n$, in front of step $n$, have width $L+\varepsilon_n$ with $\varepsilon_n=\varepsilon e^{iqn}$; real patterns are sums of such waves.

**Proposition 5.** To first order in $\varepsilon$, the velocity of step $n$ changes by $R_q\,e^{-iq/2}\varepsilon_n$, with
$$R_q=\frac{2\Omega kT'(\Delta-s)\cos(q/2)}{T+k+\dfrac{(C-T)\,p\,(1-\cos q)}{C+k+2p}},\qquad T'=\frac{dT}{dL}. \tag{13}$$

**Proof.** Let the excesses at the left and right end of terrace $n$ be $s+\alpha_n$ and $s+\beta_n$, and put $\sigma_n=\alpha_n+\beta_n$, $\eta_n=\alpha_n-\beta_n$. The net crossing currents leaving these ends are $p(\alpha_n-\beta_{n-1})$ and $p(\beta_n-\alpha_{n+1})$. To first order, (10) gives
$$2T'(\Delta-s)\varepsilon_n=(T+k)\sigma_n+p(\alpha_n+\beta_n-\beta_{n-1}-\alpha_{n+1}),$$
$$0=(C+k)\eta_n+p(\alpha_n-\beta_n-\beta_{n-1}+\alpha_{n+1}).$$
The change of $C$ does not enter, because it multiplies a density difference that vanishes in the uniform train. For a wave, $\alpha_{n+1}=e^{iq}\alpha_n$ and $\beta_{n-1}=e^{-iq}\beta_n$. With $\alpha=(\sigma+\eta)/2$ and $\beta=(\sigma-\eta)/2$, the two brackets become
$$\sigma(1-\cos q)-i\eta\sin q\quad\text{and}\quad \eta(1+\cos q)+i\sigma\sin q .$$
Let $B=C+k+p(1+\cos q)$. The second equation gives $\eta=-ip\sigma\sin q/B$, and the first becomes
$$2T'(\Delta-s)\varepsilon_n=\sigma_n\left[T+k+p(1-\cos q)-\frac{p^2\sin^2q}{B}\right].$$
Multiplied by $B$, the square bracket loses its terms in $p^2$, since $1-\cos^2q=\sin^2q$. What remains is
$$(T+k)B+(C+k)p(1-\cos q)=(T+k)(C+k+2p)+(C-T)p(1-\cos q).$$
The velocity change is
$$\Omega k(\alpha_n+\beta_{n-1})=\Omega ke^{-iq/2}\left[\sigma_n\cos\frac q2+i\eta_n\sin\frac q2\right].$$
Inserting $\eta_n$ and $\sin q=2\sin(q/2)\cos(q/2)$ turns the bracket into $\sigma_n\cos(q/2)\,[B+2p\sin^2(q/2)]/B$, whose numerator is $B+p(1-\cos q)=C+k+2p$. Combining the last results gives (13). $\square$

For $q=0$ all terraces widen together and $p$ drops out. For $q=\pi$ the first-order change vanishes, in agreement with Proposition 4. Otherwise, since $C>T$, permeability reduces the velocity differences within a single wave. In a sum of waves, the difference between two particular steps can still grow. If one terrace of a long train is wider than the rest, the steps that do not border it all have the same velocity at $p=0$, but not at $p>0$. Because $d\varepsilon_n/dt$ is the velocity difference of steps $n+1$ and $n$, it equals $R_qe^{-iq/2}(e^{iq}-1)\varepsilon_n=2iR_q\sin(q/2)\,\varepsilon_n$. The rate is imaginary: at this order, and under A4, deviations travel along the train without growing or decaying, and $p$ alters their frequency. A drift of the adatoms, which A4 excludes, can make them grow or decay already at first order in $\varepsilon$.

A repeating sequence of 4000, 5000 and 6000 nm has $q=\pm2\pi/3$. For the step between the first two terraces, equations (1) and (2) were solved numerically by dividing each terrace into 200 intervals and balancing the particles in each cell. The velocity is 25.4, 26.2 and 26.8 nm/s for $p=0$, $10^5$ and $10^7$ nm/s. It lies below the uniform value by 2.46, 1.61 and 1.05 nm/s, in the ratios 1 : 0.66 : 0.43. The denominator of (13) predicts 1 : 0.66 : 0.44.

### Remark: moving steps and drifting adatoms

Let adatoms drift with velocity $v$ relative to the crystal. Relative to a step moving with $V$ they drift with $u=v-V$, and the current toward $+x$ in the frame of the step is $-Dc'+uc$. Reflection of a terrace reverses $u$. With symmetric attachment it otherwise leaves the problem unchanged, so the capture at given $u$ is even in $u$. Any dependence of the velocity on $p$ thus begins no earlier than $u^2$.

The densities differ already at first order. Suppose that the excess is much smaller than $c_{\rm eq}$ and that $|u|L/D\ll1$. The drift current is then nearly the constant $uc_{\rm eq}$, which drops out of the terrace balance but enters the step conditions:
$$J_+-uc_{\rm eq}=ka+p(a-b),\qquad J_-+uc_{\rm eq}=kb+p(b-a).$$
In the sum, $u$ cancels. The difference, with (10), gives
$$a-b\approx-\frac{2uc_{\rm eq}}{C+k+2p}. \tag{14}$$

With step motion alone, $u=-27.9$ nm/s, (14) gives $3.7\times10^{-5}\ \mathrm{nm^{-2}}$ at $p=0$, or 1.7% of $s$. An electric field of 5 V/cm acting on an effective charge of $0.1e$, both rough choices, adds $v=D\times0.1e\times5\ \mathrm{V/cm}/k_BT=207$ nm/s. The difference becomes $-2.4\times10^{-4}\ \mathrm{nm^{-2}}$, or 11% of $s$. The cell balance with drift included, with 400 intervals and $V$ found self-consistently, gives the change of velocity between $p=0$ and $10^7$ nm/s. Relative to $V$ it is $-4\times10^{-8}$ without the field and $-1.7\times10^{-6}$ with it. The equality of densities is far more sensitive to drift than the independence of the velocity from $p$. These figures hold for equally spaced steps, and with this drift toward $+x$ equal spacing is unstable: in linear order a width deviation with $q=2\pi/3$ grows at the rate $0.059\,V/L$ for $p=0$, $0.037\,V/L$ for $p=10^5$ nm/s and $0.0014\,V/L$ for $p=10^7$ nm/s.

### The example beside the real surface

The material parameters are rough typical values, and a velocity computed from them is an estimate for the model, not a measured one. Terraces of 5 μm correspond to a miscut of only 0.0036°. A larger miscut gives narrower terraces, which reduce $T$ and raise $C$, so for unequal attachment the effect of $p$ becomes smaller still. Equal spacing is an idealization as well. Between $p=0$ and $10^7$ nm/s, the velocity rises by 0.36% of its value at $p=0$ in the alternating pattern above, and that of the chosen step in the three-terrace pattern by 5.6%.

The diffusion time $L^2/D$ is 0.05 s, while a step needs $L/V=180$ s to cross a terrace. This ratio alone does not measure the error of the quasi-static limit: by (11) and (14), step motion makes the densities differ by the fraction $4\Omega c_{\rm eq}k/(C+k+2p)$ of $s$, which is 1.7% at $p=0$. The value $c_{\rm eq}=0.2\ \mathrm{nm^{-2}}$ is only 0.026 monolayer, and coverages about ten times larger have been reported for Si(111) at high temperature. With $c_{\rm eq}$ ten times larger at fixed $Dc_{\rm eq}$, $kc_{\rm eq}$ and $c_{\rm eq}/\tau$, the velocity is unchanged but the fraction is 17%, and the low density assumed in A2 is then doubtful. Island nucleation can be estimated from the density at mid-terrace, where the excess is $\Delta-(\Delta-s)/\cosh(L/2\lambda)$, or 1.36% of $c_{\rm eq}$. The gain per atom is $\Delta\mu=k_BT\ln1.0136=1.6\times10^{-3}$ eV. A circular island of radius $r$ costs $2\pi r\beta-\pi r^2\Delta\mu/\Omega$, with maximum $\pi\beta^2\Omega/\Delta\mu$. For an assumed step free energy $\beta=0.3$ eV/nm the barrier is 11 eV, or $92\,k_BT$. With $Dc^2$ as a rough attempt rate per area, an area $L^2$ sees about $10^{17}$ attempts in the time $L/V$, so islands are negligible at this $\beta$. The barrier varies as $\beta^2$, however: half the value of $\beta$ would leave $23\,k_BT$, and the same estimate would then give some $10^7$ islands. Island-free step flow in this example requires $\beta$ above about 0.2 eV/nm.

The absolute velocity is much less secure. The flux exceeds the sublimation flux $c_{\rm eq}/\tau=1.0\ \mathrm{nm^{-2}s^{-1}}$ by a tenth. If sublimation has an activation energy $E$ of roughly 4 eV, it rises by $E/k_BT^2=2.4\%$ per kelvin, and at fixed $F$ the net flux falls by 24% per kelvin. Velocities at different permeabilities can be compared at one temperature; a drift of one kelvin would hide every effect of $p$ found here.
